**Numerical examination of the Bethe sum rule**

The sum rule states that the generalized oscillator strengths $f_n(q)=(2/q^2)(E_n-E_0)|\langle n|\sum_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle|^2$, in atomic units, add up to the number of electrons $N$; here $\mathbf q$ is the momentum transfer and $E_n$ are the energies of the target. The program asserts the single and double commutators symbolically for two electrons in a plane with an arbitrary local potential. For hydrogen 1s it diagonalizes the radial Hamiltonian, sums the strengths over all computed states, and compares the elastic probability, the $n=2$ strengths and the mean inelastic energy with closed formulas. The total is 1.000000 at $q=0.5$, 1 and 2 inverse bohr, while its distribution over final states changes strongly. Two interacting electrons in an asymmetric one-dimensional well also satisfy the rule. A ring with magnetic flux obeys it only in the mean of $q$ and $-q$, and a nonlocal potential changes the sum by the predicted amount. For a 2.5 MeV proton on hydrogen, the golden-rule energy loss per unit $\ln q$ at $q=1$ inverse bohr is 0.9985 of the sum-rule value.

## Numerical verification

```python
"""Bethe sum rule for momentum-transfer excitations.

Result under test, in atomic units (hbar = m = e = 1):
    A(q) = sum_n (E_n - E_0) |<n| rho_q |0>|^2 = N q^2 / 2,
    rho_q = sum_j exp(i q.r_j),  N = number of electrons,
so the generalized oscillator strengths f_n = (2/q^2)(E_n-E_0)|<n|rho_q|0>|^2
add up to N.  It needs a local potential and A(q) = A(-q); without the
second condition only the mean of A(q) and A(-q) equals N q^2 / 2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, spherical_jn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
PROTON_MASS = const.physical_constants["proton-electron mass ratio"][0]


# ---- Symbolic commutators: two electrons in a plane, arbitrary V ----------
def check_commutators():
    x1, y1, x2, y2, a, b = sp.symbols("x1 y1 x2 y2 a b", real=True)
    coords = (x1, y1, x2, y2)
    psi = sp.Function("psi")(*coords)
    pot = sp.Function("V")(*coords)
    waves = [sp.exp(sp.I * a * x1 + sp.I * b * y1),
             sp.exp(sp.I * a * x2 + sp.I * b * y2)]
    rho = sum(waves)
    rho_dag = sum(1 / w for w in waves)

    def ham(f):
        return -sum(sp.diff(f, c, 2) for c in coords) / 2 + pot * f

    def inner(f):
        return ham(rho * f) - rho * ham(f)

    q2 = a**2 + b**2
    expected = 0
    for w, (x, y) in zip(waves, ((x1, y1), (x2, y2))):
        q_dot_p = -sp.I * (a * sp.diff(psi, x) + b * sp.diff(psi, y))
        expected += w * (q2 * psi / 2 + q_dot_p)
    assert sp.simplify(sp.expand(inner(psi) - expected)) == 0
    double = rho_dag * inner(psi) - inner(rho_dag * psi)
    assert sp.simplify(sp.expand(double - 2 * q2 * psi)) == 0


check_commutators()


# ---- One-dimensional grid models -------------------------------------------
def sinc_kinetic(n, h):
    d = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    return np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2) / (2 * h**2)


def energy_weighted_sum(energies, vectors, excited):
    amplitudes = vectors.conj().T @ excited
    return np.sum((energies - energies[0]) * np.abs(amplitudes)**2)


# Two interacting electrons in a well without inversion symmetry.
n_grid = 34
x = np.linspace(-5, 5, n_grid)
kin = sinc_kinetic(n_grid, x[1] - x[0])
well = 0.5 * x**2 + 0.2 * x**3 + 0.1 * x**4
eye = np.eye(n_grid)
repulsion = 1 / np.sqrt(1 + np.subtract.outer(x, x)**2)
h_pair = np.kron(kin, eye) + np.kron(eye, kin)
h_pair += np.diag((well[:, None] + well[None, :] + repulsion).ravel())
e_pair, v_pair = eigh(h_pair)
q_pair = 1.5
wave = np.exp(1j * q_pair * x)
rho_pair = (wave[:, None] + wave[None, :]).ravel()
sum_pair = energy_weighted_sum(e_pair, v_pair, rho_pair * v_pair[:, 0])
assert abs(sum_pair - 2 * q_pair**2 / 2) < 1e-5

# One electron with an added nonlocal potential strength*|g><g|.
n_one = 70
x = np.linspace(-8, 8, n_one)
g = np.exp(-(x - 0.5)**2)
g /= np.linalg.norm(g)
strength = -1.0
h_nonlocal = sinc_kinetic(n_one, x[1] - x[0]) + np.diag(x**2 / 2)
h_nonlocal += strength * np.outer(g, g)
e_nl, v_nl = eigh(h_nonlocal)
q_nl = 1.0
kicked = np.exp(1j * q_nl * x) * v_nl[:, 0]
sum_nl = energy_weighted_sum(e_nl, v_nl, kicked)
extra_nl = strength * (abs(g @ kicked)**2 - (g @ v_nl[:, 0])**2)
assert abs(sum_nl - q_nl**2 / 2 - extra_nl) < 1e-7
assert abs(extra_nl) > 0.01

# Ring of unit radius with flux: a stationary state that carries current.
m = np.arange(-15, 16)
flux, ring_pot = 0.2, 0.3          # potential ring_pot*cos(theta)
h_ring = np.diag((m - flux)**2 / 2)
h_ring += ring_pot / 2 * (np.eye(len(m), k=1) + np.eye(len(m), k=-1))
e_ring, v_ring = eigh(h_ring)
ground = v_ring[:, 0]
raise_m = np.eye(len(m), k=-1)     # exp(+i theta), q = 1
ring_plus = energy_weighted_sum(e_ring, v_ring, raise_m @ ground)
ring_minus = energy_weighted_sum(e_ring, v_ring, raise_m.T @ ground)
velocity = np.sum((m - flux) * ground**2)
assert abs(ring_plus - (0.5 + velocity)) < 1e-9
assert abs(ring_minus - (0.5 - velocity)) < 1e-9
assert abs(velocity) > 0.01


# ---- Hydrogen 1s: explicit sum over radial eigenstates ---------------------
n_basis, l_max, r_max, n_panels = 45, 24, 220.0, 50
nodes, node_weights = np.polynomial.legendre.leggauss(24)
edges = r_max * (np.arange(n_panels + 1) / n_panels)**2
half = np.diff(edges) / 2
r = ((edges[:-1] + half)[:, None] + half[:, None] * nodes).ravel()
w = (half[:, None] * node_weights).ravel()


def radial_channel(l):
    """Eigenvalues and radial functions u(r) in a Laguerre basis."""
    t, alpha = 2 * r, 2 * l + 2
    u = np.empty((n_basis, len(r)))
    du = np.empty_like(u)
    for k in range(n_basis):
        norm = np.exp(0.5 * (np.log(2) + gammaln(k + 1)
                             - gammaln(k + alpha + 1)))
        envelope = norm * np.exp((l + 1) * np.log(t) - t / 2)
        lag = eval_genlaguerre(k, alpha, t)
        dlag = -eval_genlaguerre(k - 1, alpha + 1, t) if k else 0 * t
        u[k] = envelope * lag
        du[k] = 2 * envelope * (((l + 1) / t - 0.5) * lag + dlag)
    assert np.max(np.abs((u * w) @ u.T - np.eye(n_basis))) < 1e-8
    local = l * (l + 1) / (2 * r**2) - 1 / r
    ham = (du * w) @ du.T / 2 + (u * (w * local)) @ u.T
    energies, coeff = eigh((ham + ham.T) / 2)
    return energies, coeff.T @ u


channels = [radial_channel(l) for l in range(l_max + 1)]
level = np.concatenate([c[0] for c in channels])
l_final = np.repeat(np.arange(l_max + 1), n_basis)
e_ground = channels[0][0][0]
omega = level - e_ground
assert abs(e_ground + 0.5) < 1e-8
u_1s = 2 * r * np.exp(-r)


def squared_amplitudes(q):
    """|<n l|exp(iqz)|1s>|^2, summed over the magnetic quantum number."""
    return np.concatenate([
        (2 * l + 1) * (u @ (w * spherical_jn(l, q * r) * u_1s))**2
        for l, (_, u) in enumerate(channels)])


rows = []
for q in (0.5, 1.0, 2.0):
    f2_amp = squared_amplitudes(q)
    gos = 2 * omega * f2_amp / q**2
    total = gos.sum()
    assert abs(total - 1) < 1e-5            # finite basis and finite l_max
    second = np.abs(level + 0.125) < 1e-6
    for l, closed in ((0, 2**17 * q**4), (1, 9 * 2**15 * q**2)):
        pick = second & (l_final == l)
        assert pick.sum() == 1
        assert abs(f2_amp[pick][0] - closed / (4 * q**2 + 9)**6) < 1e-8
    f_two = gos[second].sum()
    assert abs(f_two - 24576 / (4 * q**2 + 9)**5) < 1e-7
    elastic = f2_amp[0]
    assert abs(elastic - (1 + q**2 / 4)**-4) < 1e-8
    inelastic = f2_amp[1:].sum()
    mean_loss = np.sum(omega * f2_amp) / inelastic
    assert abs(mean_loss - q**2 / 2 / (1 - (1 + q**2 / 4)**-4)) < 1e-4
    parts = [gos[l_final == 0].sum(), gos[l_final == 1].sum(),
             gos[l_final >= 2].sum()]
    rows.append((q, total, f_two, parts, elastic, mean_loss))

# Dipole limit: at small q the l = 1 channel alone exhausts the sum.
q_small = 0.01
gos_small = 2 * omega * squared_amplitudes(q_small) / q_small**2
dipole_share = gos_small[l_final == 1].sum()
assert abs(dipole_share - 1) < 1e-3

# ---- Proton energy loss per unit ln q from the golden rule -----------------
speed, q_loss = 10.0, 1.0
cosine = np.linspace(-1, 1, 4001)
width = 0.05                      # narrow Gaussian in place of the delta
mismatch = omega[:, None] - q_loss * speed * cosine[None, :]
delta = np.exp(-mismatch**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
angular = 2 * np.pi * delta.sum(axis=1) * (cosine[1] - cosine[0])
amp_loss = squared_amplitudes(q_loss)
coupling = (4 * np.pi / q_loss**2)**2 * amp_loss
dsigma_dq = (2 * np.pi * coupling * q_loss**2 * angular
             / ((2 * np.pi)**3 * speed))
inside = omega < q_loss * speed - 10 * width
born = 8 * np.pi * amp_loss / (speed**2 * q_loss**3)
assert np.allclose(dsigma_dq[inside], born[inside], rtol=1e-6, atol=1e-14)
loss_golden = q_loss * np.sum(omega * dsigma_dq)
loss_rule = 4 * np.pi / speed**2
assert 0.98 < loss_golden / loss_rule < 1.00001
to_cgs = HARTREE_EV * BOHR_CM**2 * 1e15

# ---- Output -----------------------------------------------------------------
print("HYDROGEN 1s, Laguerre basis")
print(f"basis functions per l: {n_basis}, largest l: {l_max}")
print(f"ground-state energy: {e_ground:.6f} hartree")
for q, total, f_two, parts, elastic, mean_loss in rows:
    print(f"q = {q:.1f} inverse bohr")
    print(f"  total oscillator strength: {total:.6f}")
    print(f"  strength of n = 2 level: {f_two:.5f}")
    print(f"  strength above n = 2: {total - f_two:.5f}")
    print(f"  strength in l=0, l=1, l>=2: "
          f"{parts[0]:.4f}, {parts[1]:.4f}, {parts[2]:.4f}")
    print(f"  elastic probability: {elastic:.5f}")
    print(f"  free recoil energy q^2/2: {q**2 / 2:.4f} hartree")
    print(f"  mean inelastic energy: {mean_loss:.4f} hartree"
          f" = {mean_loss * HARTREE_EV:.2f} eV")
print(f"l=1 strength at q = {q_small} inverse bohr: {dipole_share:.5f}")
print("PROTON ON HYDROGEN, loss per unit ln q at q = 1 inverse bohr")
print(f"speed: {speed:.1f} atomic units")
print(f"proton energy: "
      f"{PROTON_MASS * speed**2 / 2 * HARTREE_EV / 1e6:.3f} MeV")
print(f"from sum rule: {loss_rule:.5f} hartree bohr^2"
      f" = {loss_rule * to_cgs:.4f} x 1e-15 eV cm^2")
print(f"from golden rule: {loss_golden:.5f} hartree bohr^2")
print(f"ratio golden rule / sum rule: {loss_golden / loss_rule:.4f}")
print("TWO INTERACTING ELECTRONS, asymmetric 1D well")
print(f"q: {q_pair} inverse bohr; A(q): {sum_pair:.6f} hartree")
print(f"N q^2/2: {2 * q_pair**2 / 2:.6f} hartree")
print("RING WITH FLUX, unit radius, q = 1 (atomic units)")
print(f"flux parameter: {flux}; potential amplitude: {ring_pot} hartree")
print(f"mean velocity: {velocity:.5f} atomic units")
print(f"A(+q), A(-q): {ring_plus:.5f}, {ring_minus:.5f} hartree")
print(f"mean of the two: {(ring_plus + ring_minus) / 2:.5f} hartree")
print("NONLOCAL POTENTIAL, one electron in 1D, q = 1 inverse bohr")
print(f"strength lambda: {strength:.1f} hartree")
print(f"A(q): {sum_nl:.5f} hartree; local value: {q_nl**2 / 2:.5f} hartree")
print(f"nonlocal addition: {extra_nl:.5f} hartree")
print("every check passed")
```

Printed output:

```
HYDROGEN 1s, Laguerre basis
basis functions per l: 45, largest l: 24
ground-state energy: -0.500000 hartree
q = 0.5 inverse bohr
  total oscillator strength: 1.000000
  strength of n = 2 level: 0.24576
  strength above n = 2: 0.75424
  strength in l=0, l=1, l>=2: 0.0594, 0.8079, 0.1327
  elastic probability: 0.78466
  free recoil energy q^2/2: 0.1250 hartree
  mean inelastic energy: 0.5805 hartree = 15.80 eV
q = 1.0 inverse bohr
  total oscillator strength: 1.000000
  strength of n = 2 level: 0.06619
  strength above n = 2: 0.93381
  strength in l=0, l=1, l>=2: 0.1137, 0.5467, 0.3396
  elastic probability: 0.40960
  free recoil energy q^2/2: 0.5000 hartree
  mean inelastic energy: 0.8469 hartree = 23.04 eV
q = 2.0 inverse bohr
  total oscillator strength: 1.000000
  strength of n = 2 level: 0.00252
  strength above n = 2: 0.99748
  strength in l=0, l=1, l>=2: 0.0988, 0.2894, 0.6118
  elastic probability: 0.06250
  free recoil energy q^2/2: 2.0000 hartree
  mean inelastic energy: 2.1333 hartree = 58.05 eV
l=1 strength at q = 0.01 inverse bohr: 0.99990
PROTON ON HYDROGEN, loss per unit ln q at q = 1 inverse bohr
speed: 10.0 atomic units
proton energy: 2.498 MeV
from sum rule: 0.12566 hartree bohr^2 = 0.0958 x 1e-15 eV cm^2
from golden rule: 0.12547 hartree bohr^2
ratio golden rule / sum rule: 0.9985
TWO INTERACTING ELECTRONS, asymmetric 1D well
q: 1.5 inverse bohr; A(q): 2.250000 hartree
N q^2/2: 2.250000 hartree
RING WITH FLUX, unit radius, q = 1 (atomic units)
flux parameter: 0.2; potential amplitude: 0.3 hartree
mean velocity: -0.09574 atomic units
A(+q), A(-q): 0.40426, 0.59574 hartree
mean of the two: 0.50000 hartree
NONLOCAL POTENTIAL, one electron in 1D, q = 1 inverse bohr
strength lambda: -1.0 hartree
A(q): 0.74999 hartree; local value: 0.50000 hartree
nonlocal addition: 0.24999 hartree
every check passed
```
